# Retardation and the Attraction of Dielectric Half-Spaces at Zero Temperature

## Result and assumptions

Two identical dielectric half-spaces with flat parallel faces are separated by a vacuum gap \(d\). At zero temperature their interaction energy per area \(E\), counted from infinite separation, has two limits:
\[
E\to-\frac{A}{12\pi d^2}\quad(d\ll c/\omega_s),\qquad
E\to-\frac{\pi^2\hbar c}{720}\,\frac{\varphi(\varepsilon_0)}{d^3}\quad(d\gg c/\omega_0).
\]
The first holds when light crosses the gap quickly compared with the electronic motion, the second when it crosses slowly. The Hamaker constant \(A\) depends on the dielectric response at all frequencies. The number \(\varphi\), between 0 and 1, depends on the static permittivity \(\varepsilon_0\) alone.

The media are isotropic, non-magnetic and insulating, with a local permittivity. Locality requires \(d\) to be large compared with atomic spacings, also in the first limit. Gaussian units are used, and a negative energy means attraction. The material model is one kind of bound electron, of density \(n\):
\[
\varepsilon(\omega)=1+\frac{\omega_p^2}{\omega_0^2-\omega^2},\qquad
\omega_p^2=\frac{4\pi ne^2}{m}.
\]
At imaginary frequency \(\omega=i\xi\) the permittivity is real and falls smoothly from \(\varepsilon_0=1+\omega_p^2/\omega_0^2\) to 1. The frequency \(\omega_s\), defined by \(\omega_s^2=\omega_0^2+\omega_p^2/2\), is that of the surface oscillation of a single face, where \(\varepsilon=-1\), in the limit of wavevectors along the face much larger than \(\omega_s/c\).

## Modes of the gap

Let the fields vary along the faces with wavevector \(k\). Across the faces they vary as \(e^{\pm\kappa z}\) in vacuum and \(e^{\pm\kappa_1z}\) in the media. At \(\omega=i\xi\), Maxwell's equations give
\[
\kappa^2=k^2+\frac{\xi^2}{c^2},\qquad
\kappa_1^2=k^2+\varepsilon\frac{\xi^2}{c^2}.
\]
Consider one face at \(z=0\), with vacuum on the left. The field is \(e^{-\kappa z}+re^{\kappa z}\) on the left and \(te^{-\kappa_1z}\) on the right. For s polarization take the electric field, which lies parallel to the face. It is continuous, and so is its derivative, which is proportional to the tangential magnetic field:
\[
1+r=t,\qquad \kappa(1-r)=\kappa_1t .
\]
For p polarization take the magnetic field. It is continuous, but now its derivative divided by \(\varepsilon\) is continuous, since that gives the tangential electric field. This replaces \(\kappa_1\) by \(\kappa_1/\varepsilon\) in the second condition. Eliminating \(t\),
\[
r_s=\frac{\kappa-\kappa_1}{\kappa+\kappa_1},\qquad
r_p=\frac{\varepsilon\kappa-\kappa_1}{\varepsilon\kappa+\kappa_1}.
\]
Between two faces write the field as \(ae^{-\kappa z}+be^{\kappa(z-d)}\). Reflection at \(z=d\) requires \(b=rae^{-\kappa d}\), and reflection at \(z=0\) requires \(a=rbe^{-\kappa d}\). A nonzero field therefore needs
\[
D\equiv1-r^2e^{-2\kappa d}=0 .
\]
This condition, continued back to real frequency, fixes the modes.

## From modes to energy

Each mode has zero-point energy \(\hbar\omega/2\). To make the modes countable, place walls far behind the faces. Compare gap \(d\) with a much larger gap \(\ell\). To keep the volume of vacuum equal, add to the first system an empty box between mirrors of length \(M+\ell-d\), and to the second one of length \(M\), with \(M\) large. Let \(\omega_j\) be the frequencies of the first system, and \(\bar\omega_j\) those of the second.

Write \(K=\kappa_1\) for s polarization and \(K=\kappa_1/\varepsilon\) for p polarization. The walls multiply \(K\) by \(\coth\kappa_1L\) or \(\tanh\kappa_1L\), which makes it even in \(\kappa_1\). Multiplying \(D\) by \((\kappa+K)^2e^{\kappa d}/\kappa\) gives
\[
G_d=\frac{(\kappa+K)^2e^{\kappa d}-(\kappa-K)^2e^{-\kappa d}}{\kappa}.
\]
This is unchanged when \(\kappa\) changes sign, so it has no square-root cut as a function of \(\omega^2=-\xi^2\), and it vanishes at the modes of the coupled faces. In the same way \(V_M=(e^{\kappa M}-e^{-\kappa M})/\kappa\) vanishes at the modes of an empty box that depend on its length. The exponentials cancel in the ratio
\[
\frac{G_d\,V_{M+\ell-d}}{G_\ell\,V_M}
=\frac{1-r^2e^{-2\kappa d}}{1-r^2e^{-2\kappa\ell}}\;
\frac{1-e^{-2\kappa(M+\ell-d)}}{1-e^{-2\kappa M}} .
\]
The left side has zeros at \(\omega_j^2\) and poles at \(\bar\omega_j^2\), since the poles of \(K\) belong to the media alone and cancel. The right side tends to 1 for large \(\xi\). At imaginary frequency \(\kappa>0\), so it becomes \(D(i\xi)\) when \(\ell\) and \(M\) grow without limit. Hence, in this limit,
\[
D(i\xi)=\prod_j\frac{\omega_j^2+\xi^2}{\bar\omega_j^2+\xi^2}.
\]
The walls change \(D(i\xi)\) by terms of order \(e^{-2\kappa_1L}\), where \(L\) is their distance behind the faces, and these vanish as \(L\to\infty\). Energies proportional to the volume of vacuum or medium, and those of the isolated faces, cancel in the comparison.

The sum over frequencies follows from
\[
\int_0^\infty d\xi\,\ln\frac{a^2+\xi^2}{b^2+\xi^2}=\pi(a-b).
\]
To see this, differentiate with respect to \(a\): the left side gives \(\int_0^\infty2a\,d\xi/(a^2+\xi^2)=\pi\), and both sides vanish at \(a=b\). Therefore
\[
\frac{\hbar}{2}\sum_j(\omega_j-\bar\omega_j)
=\frac{\hbar}{2\pi}\int_0^\infty d\xi\,\ln D(i\xi).
\]
The number of wavevectors per area is \(d^2k/(2\pi)^2\), or \(k\,dk/(2\pi)\) after the angular integral. Adding both polarizations gives the Lifshitz formula
\[
E=\frac{\hbar}{4\pi^2}\int_0^\infty k\,dk\int_0^\infty d\xi
\sum_{s,p}\ln\!\left(1-r^2e^{-2\kappa d}\right).
\]
Because \(0\le r^2<1\), each logarithm is negative or zero and rises towards zero as \(d\) grows. The half-spaces attract.

## Instantaneous interaction: inverse square

Let \(c\to\infty\) at fixed \(d\). Then \(\kappa=\kappa_1=k\), so that
\[
r_s=0,\qquad r_p=\Delta=\frac{\varepsilon-1}{\varepsilon+1}.
\]
Expand the logarithm and use \(\int_0^\infty k\,e^{-2jkd}dk=1/(4j^2d^2)\):
\[
\int_0^\infty k\,dk\,\ln(1-\Delta^2e^{-2kd})
=-\frac1{4d^2}\sum_{j=1}^\infty\frac{\Delta^{2j}}{j^3}
=-\frac{\mathrm{Li}_3(\Delta^2)}{4d^2}.
\]
Here \(\mathrm{Li}_q(z)=\sum_{j\ge1}z^j/j^q\). Inserting this in \(E\) and comparing with \(-A/(12\pi d^2)\),
\[
A=\frac{3\hbar}{4\pi}\int_0^\infty\mathrm{Li}_3\!\left[\Delta^2(i\xi)\right]d\xi .
\]
For the oscillator model,
\[
\Delta(i\xi)=\frac{\omega_p^2/2}{\omega_s^2+\xi^2}
=\frac{\Delta_0}{1+\xi^2/\omega_s^2},\qquad
\Delta_0=\frac{\varepsilon_0-1}{\varepsilon_0+1}.
\]
The first term of the series contains \(\int_0^\infty d\xi/(1+\xi^2/\omega_s^2)^2=\pi\omega_s/4\), so \(A\simeq\tfrac{3}{16}\hbar\omega_s\Delta_0^2\).

The same term has a direct mechanical reading. At real frequency the mode condition becomes \(\Delta=\pm e^{kd}\), or
\[
\omega_\pm^2=\omega_s^2\left(1\pm\Delta_0e^{-kd}\right).
\]
The surface oscillations of the two faces couple and split. With \(y=\Delta_0e^{-kd}\), the expansion \(\sqrt{1+y}+\sqrt{1-y}-2\simeq-y^2/4\) shows that the lower mode falls by more than the upper one rises. The zero-point energy changes by \(-\hbar\omega_s\Delta_0^2e^{-2kd}/8\). Integrating with \(k\,dk/(2\pi)\) gives \(-\hbar\omega_s\Delta_0^2/(64\pi d^2)\), which is the leading term of \(-A/(12\pi d^2)\).

## Finite travel time: inverse cube

Now keep \(c\) finite. At fixed \(\xi\), \(k\,dk=\kappa\,d\kappa\), and \(k^2\ge0\) restricts the region to \(0\le\xi\le c\kappa\). Put \(\xi=c\kappa u\), so that \(d\xi=c\kappa\,du\) at fixed \(\kappa\):
\[
E=\frac{\hbar c}{4\pi^2}\int_0^\infty\kappa^2d\kappa\int_0^1du
\sum_{s,p}\ln\!\left(1-r^2e^{-2\kappa d}\right).
\]
With \(S=\sqrt{1+(\varepsilon-1)u^2}\) we have \(\kappa_1=\kappa S\), and therefore
\[
r_s=\frac{1-S}{1+S},\qquad r_p=\frac{\varepsilon-S}{\varepsilon+S}.
\]
The permittivity is taken at \(\xi=c\kappa u\). The exponential limits \(\kappa\) to the order of \(1/d\), hence \(\xi\) to the order of \(c/d\). For \(d\gg c/\omega_0\) these frequencies lie far below \(\omega_0\), and \(\varepsilon\) may be replaced by \(\varepsilon_0\). The reflection amplitudes then no longer depend on \(\kappa\). Using \(\int_0^\infty\kappa^2e^{-2j\kappa d}d\kappa=1/(4j^3d^3)\),
\[
E=-\frac{\hbar c}{16\pi^2d^3}\int_0^1du
\left[\mathrm{Li}_4(r_s^2)+\mathrm{Li}_4(r_p^2)\right].
\]
This is the stated inverse-cube law with
\[
\varphi(\varepsilon_0)=\frac{45}{\pi^4}\int_0^1du
\left[\mathrm{Li}_4(r_s^2)+\mathrm{Li}_4(r_p^2)\right].
\]
For \(\varepsilon_0\to\infty\) both \(r^2\) tend to 1 at every \(u>0\). Since \(\mathrm{Li}_4(1)=\pi^4/90\), this gives \(\varphi=1\), the value for ideal mirrors.

The factor \(e^{-2\kappa d}\) never exceeds \(e^{-2\xi d/c}\), and \(2d/c\) is the time for a round trip across the gap. Fluctuations much faster than the inverse of this time have changed before the response returns, and they contribute little. In the instantaneous limit a frequency band of width about \(\omega_s\) acts over a wavevector area of order \(1/d^2\), which gives \(\hbar\omega_s/d^2\). Retardation replaces \(\omega_s\) by a bandwidth of order \(c/d\), which gives \(\hbar c/d^3\).

The next term comes from \(\varepsilon(i\xi)\simeq\varepsilon_0-(\varepsilon_0-1)\xi^2/\omega_0^2\). With \(\xi\) of order \(c/d\), its effect relative to the leading energy is of order \((c/\omega_0d)^2\). An absorbing material with a damping term linear in \(\xi\) has a correction of relative order \(1/d\) instead.

The inverse-cube expression also bounds \(|E|\) from above at every \(d\) in this model. At fixed \(u\), \(S\) and hence \(r_s^2\) grow with \(\varepsilon\). The derivative of \(\ln(\varepsilon/S)\) with respect to \(\varepsilon\) is \((2-2u^2+\varepsilon u^2)/(2\varepsilon S^2)>0\), so \(r_p^2\) grows too. Replacing \(\varepsilon(i\xi)\) by the larger \(\varepsilon_0\) can therefore only strengthen the attraction.

## Dilute media: the same change atom by atom

Let two atoms a distance \(r\) apart have polarizability \(\alpha(i\xi)\), and let \(x=\xi r/c\). A dipole \(\mathbf p\) produces the field
\[
\mathbf E=T\mathbf p,\qquad
T=\left(\nabla\nabla-\frac{\xi^2}{c^2}\right)\frac{e^{-\xi r/c}}r .
\]
Differentiation gives one longitudinal eigenvalue \(2(1+x)e^{-x}/r^3\) and two transverse eigenvalues \(-(1+x+x^2)e^{-x}/r^3\). The coupled dipoles obey \(\det(1-\alpha^2T^2)=0\), which plays the part of \(D=0\). To second order in \(\alpha\) the pair energy is
\[
U=-\frac{\hbar}{2\pi}\int_0^\infty\alpha^2\,\mathrm{Tr}\,T^2\,d\xi .
\]
Summing the squared eigenvalues,
\[
U=-\frac{\hbar}{\pi r^6}\int_0^\infty d\xi\,\alpha^2e^{-2x}
(3+6x+5x^2+2x^3+x^4).
\]
At short distance \(x\to0\), and \(U\propto r^{-6}\). At long distance \(\alpha\) becomes its static value \(\alpha_0\) and \(d\xi=(c/r)dx\). The remaining integral is \(\tfrac32+\tfrac32+\tfrac54+\tfrac34+\tfrac34=\tfrac{23}{4}\), so
\[
U=-\frac{23\hbar c\alpha_0^2}{4\pi r^7}.
\]
For a pair energy \(-C/r^q\), integrate over one half-space and then over the depth of the other. Pairs with normal separation \(z\) carry the weight \(z-d\):
\[
E=-\frac{2\pi n^2C}{q-2}\int_d^\infty(z-d)z^{2-q}dz
=-\frac{2\pi n^2C}{(q-2)(q-3)(q-4)\,d^{\,q-4}} .
\]
Thus \(q=6\) gives \(d^{-2}\), and \(q=7\) gives \(-\pi n^2C/(30d^3)\). With \(4\pi n\alpha_0=\varepsilon_0-1\), the latter is
\[
E=-\frac{23\hbar c(\varepsilon_0-1)^2}{1920\pi^2d^3}.
\]
The reflection formula agrees. For small \(\delta=\varepsilon_0-1\), \(r_s\simeq-\delta u^2/4\) and \(r_p\simeq\delta(2-u^2)/4\). The integral of \(r_s^2+r_p^2\) over \(u\) is \(23\delta^2/120\), and multiplying by \(-\hbar c/(16\pi^2d^3)\) reproduces the result. In dense media the pair sum is insufficient, because the atoms also polarize their neighbours.

## Germanium wafers

Germanium suits this model in two respects. Its crystal is nonpolar, so lattice vibrations add no first-order infrared oscillator, and the pure material has no free carriers at zero temperature. Rough inputs are a lattice constant of 0.566 nm, four valence electrons per atom and \(\varepsilon_0=16\). The cubic cell holds eight atoms, so \(n=32/(0.566\ \mathrm{nm})^3=176\ \mathrm{nm^{-3}}\). Then
\[
\hbar\omega_p=15.6\ \mathrm{eV},\qquad
\hbar\omega_0=\frac{15.6}{\sqrt{15}}=4.03\ \mathrm{eV},\qquad
\hbar\omega_s=11.7\ \mathrm{eV}.
\]
The corresponding lengths are \(c/\omega_s=16.8\) nm and \(c/\omega_0=49\) nm.

With \(\Delta_0=15/17\), the leading term of the Hamaker constant is \((3/16)(11.74)(0.7785)=1.71\) eV. Numerical quadrature of the full expression gives \(A=1.85\) eV, or 296 zJ. Quadrature also gives \(\varphi=0.350\), so at large distance the attraction is 35% of that between ideal mirrors. The coefficient of the inverse-cube law is \(B=\pi^2\hbar c\varphi/720=0.946\) eV nm. The two limiting laws cross where \(A/(12\pi d^2)=B/d^3\):
\[
d^*=\frac{12\pi B}{A}=\frac{12\pi(0.946)}{1.846}=19.3\ \mathrm{nm}.
\]

Quadrature of the full energy gives the table. The local exponent is \(-d\ln|E|/d\ln d\); the last two columns divide \(E\) by each limiting law.

| \(d\) (nm) | \(-E\) (nJ/m²) | exponent | \(E/E_2\) | \(E/E_3\) |
|---:|---:|---:|---:|---:|
| 2 | \(1.85\times10^6\) | 2.07 | 0.94 | 0.10 |
| 10 | \(5.59\times10^4\) | 2.31 | 0.71 | 0.37 |
| 25 | \(6.06\times10^3\) | 2.54 | 0.48 | 0.63 |
| 50 | 977 | 2.72 | 0.31 | 0.81 |
| 100 | 140 | 2.87 | 0.18 | 0.92 |
| 1000 | 0.151 | 3.00 | 0.019 | 1.00 |

At 10 nm, for example, the inverse-square law gives \(1.846/(12\pi\cdot10^2)=4.90\times10^{-4}\) eV/nm². One eV/nm² is \(1.602\times10^8\) nJ/m², so this is \(7.85\times10^4\) nJ/m², about 40% above the full result. The change of exponent is gradual. In the model, retardation already removes 6% of the inverse-square energy at 2 nm, while at 100 nm \(|E|\) is still 8% below the inverse-cube law. A gap of 2 nm is only 3.5 lattice constants, so in real germanium nonlocal response, which is left out here, can change the energy in that row by a comparable amount.

For scale, a germanium wafer 0.5 mm thick weighs 26 Pa per area. Setting the attractive pressure \(dE/dd\) equal to this weight and solving numerically gives a gap of 61 nm, within the crossover.

## Temperature and real surfaces

At temperature \(T\) a mode has free energy \(k_BT\ln[2\sinh(\hbar\omega/2k_BT)]\). The product formula \(\sinh y=y\prod_{j\ge1}(1+y^2/\pi^2j^2)\) turns the mode sum into values of \(\ln D\) at \(\xi_j=2\pi jk_BT/\hbar\):
\[
F=\frac{k_BT}{2\pi}\int_0^\infty k\,dk
\sum_{j=0}^{\infty}{}'\sum_{s,p}\ln D(i\xi_j).
\]
The prime gives \(j=0\) half weight, since a single factor \(y\) contributes \(\tfrac12\ln\omega^2\). As \(T\to0\) the sum becomes the earlier integral. For \(d\gg\hbar c/(k_BT)\) the terms with \(j\ge1\) are exponentially small. The static term has \(r_s=0\) and \(r_p=\Delta_0\), and leaves
\[
F\to-\frac{k_BT}{16\pi d^2}\,\mathrm{Li}_3(\Delta_0^2).
\]
The inverse-square law thus returns at any fixed nonzero temperature. The inverse-cube law at all large distances belongs to \(T=0\).

At 300 K, \(\hbar c/(k_BT)=7.6\) µm. Evaluating the sum with \(\varepsilon\) held fixed raises the magnitude of the free energy per area by 0.03% at 100 nm and 5% at 1 µm, relative to \(T=0\). At 10 µm it is 4.8 times larger. The pressure \(dF/dd\) changes less: by 0.005%, by 1.8% and by a factor 3.2. Thermal carriers also screen static fields. A rough density of \(2\times10^{13}\ \mathrm{cm^{-3}}\) each of electrons and holes gives a Debye length of 0.76 µm. Complete screening, \(r_p=1\) in the static term, would make the increases in \(|F|\) 1.9% and 23%, and the factor at 10 µm 6.5; for the pressure the values are 1.3%, 13% and 4.4. These screened values are upper limits: screening is only partial unless the gap is much larger than the Debye length, so at 100 nm and 1000 nm the actual increases are smaller. Doped wafers have more carriers, whose effect on the other terms is not included.

Real wafers also depart from the model at small gaps. At 10 nm, adding \(\gamma\xi\) to the denominator of \(\varepsilon(i\xi)\), with \(\hbar\gamma=1\) eV, lowers both \(|E|\) and the pressure by 5%. Independent, laterally slow roughness of 0.5 nm rms on each face gives the gap a variance \(2\sigma^2\), and averaging \(E\) over it raises \(|E|\) by \(\sigma^2E''/E=1.9\%\); the averaged pressure rises by 3.5%. Oxide can matter more. If each face carries 1 nm of oxide and the 10 nm gap is measured between oxide surfaces, treating the oxide as vacuum lowers \(|E|\) by 35% and the pressure by 45%; this omits the oxide's own attraction and so overstates the loss.

The single oscillator replaces germanium's broad absorption spectrum and omits its core electrons, so these energies are model values. Trapped charge, wafer bending and contact between protruding points are also left out. The calculation describes the approach of clean, neutral faces. Once chemical bonds form across the interface, the bond strength is a different quantity and cannot be obtained by extending the inverse-square law to contact.
